# Smooth Fourier interpolation of band energies with symmetrized star functions, part 1

(Sections cited here and not found follow in the second part.)

A band-structure calculation delivers the energy $\varepsilon(\mathbf k)$ of a band at a few tens or hundreds of wave vectors, each at the price of a diagonalization. A Fermi surface, a density of states or a conductivity needs the band at far more points, together with the velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. One therefore wants a cheap function $\tilde\varepsilon(\mathbf k)$ that has the symmetry of the band, reproduces the computed energies $e_i$ at the points $\mathbf k_1,\dots,\mathbf k_N$, and does nothing wild between them.

## The basis that symmetry dictates

The band is periodic in the reciprocal lattice, so it is a Fourier series $\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ over the direct lattice $\Lambda$. It is invariant under a point group $G$, assumed to contain the inversion (time reversal supplies $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$ in a nonmagnetic crystal). Invariance makes $c_{\mathbf R}$ equal on all vectors of a star, the set of the $n_m$ distinct images $\alpha\mathbf R_m$, $\alpha\in G$. The natural basis is

$$S_m(\mathbf k)=\frac1{|G|}\sum_{\alpha\in G}e^{i\mathbf k\cdot\alpha\mathbf R_m}=\frac1{n_m}\sum_{\mathbf R\in\text{star }m}e^{i\mathbf k\cdot\mathbf R},$$

the two forms being equal because each image occurs $|G|/n_m$ times. $S_m$ is real because $-\mathbf R$ lies in the star with $\mathbf R$, and $S_m(\beta\mathbf k)=S_m(\mathbf k)$ because $\beta\mathbf k\cdot\alpha\mathbf R=\mathbf k\cdot\beta^{-1}\alpha\mathbf R$ and $\beta^{-1}\alpha$ runs over $G$. Stars are ordered by length $R_m$, with $\mathbf R_1=0$, $S_1=1$, and $R_{\min}=R_2$. The fit is $\tilde\varepsilon=\sum_{m=1}^M a_mS_m$, so that $c_{\mathbf R}=a_m/n_m$. With $\langle\cdot\rangle$ the zone average, $\langle e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\rangle=\delta_{\mathbf{RR}'}$ leaves $n_m$ terms of size $1/n_m^2$, so $\langle S_mS_{m'}\rangle=\delta_{mm'}/n_m$.

All numbers below refer to a model with round parameters: two $s$ orbitals on a rock-salt lattice (fcc, $|G|=48$) with $a=4\times10^{-10}$ m, on-site energies $\mp\Delta$ with $\Delta=3\times10^{-19}$ J, and nearest-neighbour hopping $t=1\times10^{-19}$ J. The Bloch matrix has diagonal $(-\Delta,\Delta)$ and off-diagonal element $-tf$, where the six neighbours give $f=2\sum_{j}\cos(k_ja/2)$. The lower band is $\varepsilon=-\sqrt{\Delta^2+t^2f^2}$. It runs from $-6.708\times10^{-19}$ J at $\Gamma$ ($f=6$) to $-3.000\times10^{-19}$ J ($f=0$), a width of $3.708\times10^{-19}$ J, and its Fourier series does not terminate. Lattice vectors are written in units of $a/2$ (integer triples with even sum), and $2\pi/a=1.5708\times10^{10}$ m$^{-1}$.

## The naive scheme and its failure

The naive scheme takes the $M=N$ shortest stars and solves the square system $\sum_mS_m(\mathbf k_i)a_m=e_i$. Consider the $\Gamma$-centred mesh $\mathbf k=\sum_j(p_j/n)\mathbf b_j$, with integer $p_j$ and primitive reciprocal vectors $\mathbf b_j$. For $\mathbf L\in\Lambda$ the product $\mathbf k\cdot n\mathbf L$ is a multiple of $2\pi$, so $\mathbf R$ and $\mathbf R+n\mathbf L$ give the same phase at every mesh point. For $n=8$, $(5,4,1)-8(1,1,0)=(-3,-4,1)$, so the stars of $(5,4,1)$ and $(4,3,1)$ are the same function on the mesh. Repeated columns make the matrix singular. The $n=8$ mesh has $N=29$ inequivalent points. With 30 stars, one more than points, the matrix that must have rank 28 (it is $B$ below) has rank 26 if the 30th star is $(5,4,3)$ or $(5,5,0)$, both aliases of shorter stars, and rank 27 if it is $(7,1,0)$, which has the same length; with 29 stars the rank is 26. The square system has no solution for general data, and "more stars than points" is not a sufficient condition either.

When the square matrix does happen to be nonsingular, no freedom is left to control the function between the points. A least-squares fit with $M<N$ gives up the data themselves. What remains is to take $M$ large enough that solutions exist and to pick one by a criterion of smoothness.

## Choosing the roughness

The criterion of Shankland, Koelling and Wood is a quadratic form $\sum_mw_ma_m^2$ with weights that grow with $R_m$. The growth comes from derivatives, since $\nabla_{\mathbf k}$ acting on $e^{i\mathbf k\cdot\mathbf R}$ gives $i\mathbf R$ and $\nabla^2$ gives $-R^2$. Let $u=\tilde\varepsilon-a_1$ and consider

$$\mathcal R_{\rm int}=\Big\langle\Big[\Big(1+\frac{c_1\nabla^2}{R_{\min}^2}\Big)u\Big]^2+\frac{c_2}{R_{\min}^6}\big|\nabla\nabla^2u\big|^2\Big\rangle .$$

In the first term each plane wave is multiplied by $1-c_1x^2$ with $x=R/R_{\min}$; in the second by $-i\mathbf RR^2$, of squared modulus $R^6$. Orthogonality removes the cross terms, so $\mathcal R_{\rm int}=\sum_{\mathbf R\ne0}c_{\mathbf R}^2\,\rho(R)$ with

$$\rho=(1-c_1x^2)^2+c_2x^6 .$$

A star holds $n_m$ vectors of one length, each with $c_{\mathbf R}^2=a_m^2/n_m^2$, hence $\mathcal R_{\rm int}=\sum_{m\ge2}(\rho_m/n_m)\,a_m^2$. This $\rho$, with $c_1=c_2=3/4$, is the function of Pickett, Krakauer and Allen. The first term vanishes at $x^2=1/c_1$ and is small on the shortest stars, so the growth of the weight comes almost entirely from the second: $\rho_2=0.25^2+0.75=0.8125$, against $0.25+6=6.25$, $1.5625+20.25=21.8125$ and $4+48=52$ for the next three stars. The function $\rho$ is positive for $x>0$, and increasing for $y=x^2\ge1$, where $d\rho/dy=-\tfrac32+\tfrac98y+\tfrac94y^2>0$.

The scheme is also defined with the weight $w_m=\rho_m$, called "usual" here, which is not the zone average: relative to the "integral" weight $w_m=\rho_m/n_m$ it charges a star $n_m$ times more. The program evaluates $\mathcal R_{\rm int}$ by symbolic differentiation and quadrature and asserts that it matches the second weight and not the first. The derivation below needs only $w_m>0$.

## The linear system

Minimize $\mathcal R=\sum_{m\ge2}w_ma_m^2$, with no charge on the constant $a_1$, subject to $\tilde\varepsilon(\mathbf k_i)=e_i$. With multipliers $\lambda_i$ (in joules, as $w_m$ is dimensionless),

$$\mathcal L=\tfrac12\sum_{m\ge2}w_ma_m^2-\sum_{i=1}^N\lambda_i\Big[\sum_{m=1}^Ma_mS_m(\mathbf k_i)-e_i\Big].$$

The derivative with respect to $a_1$ gives $\sum_{i=1}^N\lambda_i=0$, because $S_1=1$. The derivative with respect to $a_m$, $m\ge2$, gives $w_ma_m=\sum_{i=1}^N\lambda_iS_m(\mathbf k_i)$. Inserting $\lambda_N=-\sum_{i<N}\lambda_i$ turns this into

$$a_m=\frac1{w_m}\sum_{i<N}B_{im}\lambda_i,\qquad B_{im}=S_m(\mathbf k_i)-S_m(\mathbf k_N).$$

Subtracting constraint $N$ from constraint $i$ removes $a_1$ and leaves $\sum_{m\ge2}B_{im}a_m=\Delta e_i\equiv e_i-e_N$. Substituting $a_m$ gives the Pickett-Krakauer-Allen system of order $N-1$,

$$H\lambda=\Delta e,\qquad H_{ij}=\sum_{m=2}^M\frac{B_{im}B_{jm}}{w_m},\qquad a_1=e_N-\sum_{m\ge2}a_mS_m(\mathbf k_N),$$

where the last relation is constraint $N$. In matrix form $H=BW^{-1}B^T$ with $W=\mathrm{diag}(w_2,\dots,w_M)$.

Since $x^THx=\sum_m(B^Tx)_m^2/w_m$, $H$ is positive definite exactly when $B$ has rank $N-1$, which is also the condition for $Ba=\Delta e$ to be solvable for all data. It requires $M\ge N$ and inequivalent points, but is not implied by them.

The stationary point is the unique minimum. Any other interpolant has coefficients $a_m+\eta_m$ with $B\eta=0$. The cross term vanishes, $\sum_mw_ma_m\eta_m=\lambda^TB\eta=0$, so its roughness is $\mathcal R+\sum_{m\ge2}w_m\eta_m^2$. This exceeds $\mathcal R$ unless all $\eta_{m\ge2}$ vanish, and then constraint $N$ forces $\eta_1=0$. The minimal value is $a^TWa=\lambda^TBW^{-1}B^T\lambda=\lambda\cdot\Delta e$. The problem as posed singles out no point, so by uniqueness the fit does not depend on which point serves as reference $\mathbf k_N$. A shift $e_i\to e_i+C$ leaves $\Delta e$ unchanged and alters only $a_1$, by $C$. The program tests the coefficients against a minimization over the null space of the constraints, with no multipliers, on the mesh and on random points.

An added star adds $bb^T/w$ to $H$, with $b$ the new column of $B$. Every Rayleigh quotient rises or stays, so by the min-max principle no eigenvalue falls. The old solution padded with a zero is still an interpolant, so the minimal roughness cannot rise. Neither statement concerns the error of the fit.

## The uniform mesh in closed form

Call a class $c$ the set of lattice vectors related by $G$ and by translations in $n\Lambda$. It contains $\tilde n_c$ distinct residues $\mathbf r$ modulo $n\Lambda$; class 0 is $n\Lambda$ itself, with $\tilde n_0=1$. On the mesh, a star in class $c$ reduces to $s_c(\mathbf k)=\tilde n_c^{-1}\sum_{\mathbf r\in c}e^{i\mathbf k\cdot\mathbf r}$, because $\alpha\mathbf R_m$ visits each residue $|G|/\tilde n_c$ times. The sum of $e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}$ over the $n^3$ mesh points is $n^3\delta_{\mathbf{rr}'}$, and an irreducible point stands for $d_i$ equivalent mesh points, so

$$\sum_{i=1}^Nd_i\,s_c(\mathbf k_i)\,s_{c'}(\mathbf k_i)=\frac{n^3}{\tilde n_c}\,\delta_{cc'} .$$

There are exactly $N$ classes. The invariant functions on the mesh form a space of dimension $N$, one value per orbit. The same space consists of the discrete Fourier sums whose coefficients are constant on classes, so its dimension is also the number of classes.

Let $\hat e_c=n^{-3}\sum_{\mathbf k}\varepsilon(\mathbf k)e^{-i\mathbf k\cdot\mathbf r}$, $\mathbf r\in c$, be the discrete transform of the data. The data equal $\sum_c\tilde n_c\hat e_cs_c$ and the fit on the mesh equals $\sum_c\big(\sum_{m\in c}a_m\big)s_c$. The $s_c$ are independent, so the constraints decouple into $\sum_{m\in c}a_m=\tilde n_c\hat e_c$. One multiplier per class gives $w_ma_m=\text{const}$, and the constraint fixes the constant:

$$a_m=\tilde n_c\hat e_c\,\frac{1/w_m}{\sum_{m'\in c}1/w_{m'}}\qquad(c\ne0).$$

In class 0 the free coefficient takes everything: $a_1=\hat e_0$, and the other members vanish. The data fix only the total amplitude of a class, and the weights share it out. Equal weights (the plain minimum-norm solution) would hand a long alias as much as the short star and make the fit oscillate between mesh points. Growing weights leave a long star $m'$ the fraction $w_m/w_{m'}$ of what the short star $m$ gets.

The same formula shows why $a_1$ is left free. In the original form of the method the constant is charged too, and class 0 is then shared like any other. With $w_1=\rho(0)=1$ and the usual weight, the star $(8,8,0)$ has $x^2=64$ and $\rho=(1-48)^2+0.75\cdot64^3=198817$. A shift $C=10^{-18}$ J then puts $10^{-18}/198817=5.03\times10^{-24}$ J into it, as the program finds by solving the $N\times N$ system. The effect is small here, but the shape of the band would depend on the zero of energy.

## How many stars

A class with no star makes its constraint unsolvable unless $\hat e_c=0$, and class-0 stars drop out of $B$ because $s_0=1$. The rank of $B$ is therefore the number of nonzero classes hit, which the program checks against the numerical rank. For fcc and even $n$ the last class can be found. The shortest member of a class cannot be shortened by subtracting any $n(\pm1,\pm1,0)$ or permutation. With components ordered as $X\ge Y\ge Z\ge0$, the condition $|\mathbf r|^2\le|\mathbf r-n(1,1,0)|^2=|\mathbf r|^2-2n(X+Y)+2n^2$ reads $X+Y\le n$. For $X\le n/2$ this gives $|\mathbf r|^2\le3X^2\le\tfrac34n^2$. For $X\ge n/2$ it gives $|\mathbf r|^2\le X^2+2(n-X)^2$, a convex function with end values $\tfrac34n^2$ and $n^2$. So every class has a member no longer than $n$, and only $\mathbf R_h=(n,0,0)$ reaches that length; it belongs to the lattice for even $n$. Its class consists of $n$ times the integer triples of odd sum: six vectors of length $n$, all one residue ($\tilde n=1$), then vectors of length $\sqrt3\,n$. With stars taken by length, the system is solvable if and only if this star is included, which needs $R_{\max}\ge na/2$. Let $M^*$ be the number of stars up to it. To leading order in $n$ almost all stars and orbits have 48 members, so

$$\frac{M^*}{N}\to\frac{\tfrac{4\pi}3(na/2)^3/(a^3/4)}{n^3}=\frac{2\pi}3=2.094,$$

with $a^3/4$ the primitive cell volume. The computed ratios are 1.125, 1.414, 1.597 and 1.703 for $n=4,8,12,16$, rising and still well below the limit; for $n=8$, $M^*=41$.

## Conditioning on the mesh

Let $E=[\,I\;\,{-\mathbf 1}\,]$ be the $(N-1)\times N$ matrix that subtracts entry $N$, $D=\mathrm{diag}(d_i)$, and $T=D^{-1/2}E^T$. A column of $B$ in class $c$ is $Es_c$, so $H=\sum_{c\ne0}\big(\sum_{m\in c}w_m^{-1}\big)Es_cs_c^TE^T$. The vectors $v_c=(\tilde n_c/n^3)^{1/2}D^{1/2}s_c$ are orthonormal by the relation above, and $Es_c=(n^3/\tilde n_c)^{1/2}T^Tv_c$. Hence

$$H=\sum_{c\ne0}\mu_c\,T^Tv_cv_c^TT,\qquad\mu_c=\frac{n^3}{\tilde n_c}\sum_{m\in c}\frac1{w_m}.$$

Because $T^Tv_0\propto E\mathbf 1=0$, the range of $T$, of dimension $N-1$, is the span of the $v_{c\ne0}$. Choose $x_c$ with $Tx_c=v_c$. Then $Hx_c=\mu_cT^Tv_c=\mu_cQx_c$, with

$$Q=T^TT=ED^{-1}E^T=\mathrm{diag}(1/d_i)_{i<N}+\mathbf 1\mathbf 1^T/d_N .$$

The $\mu_c$ are the eigenvalues of $Hx=\mu Qx$ and do not depend on the reference point; $\kappa_0=\mu_{\max}/\mu_{\min}$ is the intrinsic condition number. Write $x^THx/x^Tx=(x^THx/x^TQx)(x^TQx/x^Tx)$ and let $q$ denote eigenvalues of $Q$. Bounding both factors gives $\lambda_{\max}(H)\le\mu_{\max}q_{\max}$ and $\lambda_{\min}(H)\ge\mu_{\min}q_{\min}$. Inserting the extreme $x_c$ gives $\lambda_{\max}(H)\ge\mu_{\max}q_{\min}$ and $\lambda_{\min}(H)\le\mu_{\min}q_{\max}$. Therefore $\kappa_0/\kappa(Q)\le\kappa(H)\le\kappa_0\kappa(Q)$. Since $q_{\min}\ge1/48$ and $q_{\max}\le1+(N-1)/d_N$, the bound on $\kappa(Q)$ is smallest for a reference with large $d_N$.

To see how $\kappa_0$ grows, spread $1/w_m$ over the $n_m$ vectors of its star, $g(\mathbf R)=1/(n_mw_m)$, and note that each of the $\tilde n_c$ residues contributes equally. Then $\mu_c=n^3\sum_{\mathbf L}g(\mathbf r+n\mathbf L)$ over the vectors inside the cutoff, with $g=1/\rho$ (integral) or $1/(n_m\rho)$ (usual). Take $na/2\le R_{\max}<\sqrt3\,na/2$ and $\rho_h=\rho(R_h)$. The class of $\mathbf R_h$ holds one star with $n_m=6$, so its $\mu$ is $6n^3/\rho_h$ or $n^3/\rho_h$, an upper bound on $\mu_{\min}$. Every class has a member with $\rho\le\rho_h$ and $n_m\le48$, which gives the lower bounds:

$$\frac{n^3}{\rho_h}\le\mu_{\min}\le\frac{6n^3}{\rho_h}\ \ (\text{integral}),\qquad\frac{n^3}{48\rho_h}\le\mu_{\min}\le\frac{n^3}{\rho_h}\ \ (\text{usual}).$$

Further, $\mu_{\max}/n^3$ lies between $g(\mathbf R_2)$ and the convergent sum $\sum_{\mathbf R\ne0}1/\rho$, both independent of $n$; the program asserts that it is within 1% of $g(\mathbf R_2)$. As $x_h^2=n^2/2$, $\rho_h\to c_2n^6/8$, so $\kappa_0$ lies between two constants times $n^6\propto N^2$. The weight that suppresses aliases is the same one that spoils the conditioning.

This part has derived the smoothest star-function fit through the data, the number of stars it needs on a uniform fcc mesh, and the growth of the intrinsic condition number $\kappa_0$ as $n^6$ to within constant bounds. What remains is the effect of two points lying close together, the test of the algorithm on the model band, and its behaviour as the mesh is refined, including where it fails.
